**Sum rule for LO–TO splittings in a cubic insulator**

The program tests Σ(ω²_LO − ω²_TO) = Σ_κ |n·Z_κ|²/M_κ / (ε0 ε∞ V), where Z_κ are Born charge tensors, M_κ ion masses, V the cell volume, ε∞ the electronic permittivity and n the direction of the wavevector. First it solves a lattice of polarizable point ions by Ewald summation at small wavevector and asserts that its modes match the macroscopic-field formula: both sums print as 50.164852 in the program's reduced units. The sum is the same in all four tested directions for the cubic lattice, but varies by about half of its mean when c/a = 1.1. For a rough KTaO3-like model, the program finds LO modes as zeros of the dielectric function and asserts that their sum agrees with the one from the charges, 8598.796 meV². It also asserts that halving the Ta–O springs leaves this sum unchanged, while the printed static permittivity rises from 155.54 to 304.33. Further assertions cover the Lyddane–Sachs–Teller product, the failure of the scalar n·Z·n along [111], and the one-percent shift caused by free carriers. The remaining lines size retardation, electronic dispersion, thermal expansion and thermal bond motion.

## Numerical verification

```python
# Result under test, for a cubic insulator at q -> 0 along the unit vector n:
#   sum_m (w_LO,m^2 - w_TO,m^2) = sum_k |n.Z_k|^2 / M_k / (eps0 * eps_inf * V)
# w_LO, w_TO: longitudinal and transverse angular frequencies of polar modes
# Z_k[a,b]: Born charge tensor (a = polarization axis, b = displacement axis)
# M_k: ion mass; V: cell volume; eps_inf: relative electronic permittivity.
# Ion order everywhere: K, Ta, O1, O2, O3; the Ta-Oi bond lies along axis i.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import erfc

POSITIONS = np.array([[0, 0, 0], [.5, .5, .5], [0, .5, .5],
                      [.5, 0, .5], [.5, .5, 0]])
MASS_U = np.array([39.10, 180.95, 16.00, 16.00, 16.00])
DIRECTIONS = [np.array(v, float) / np.linalg.norm(v)
              for v in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, -4])]


def spring_matrix(ta_o_long, ta_o_trans, k_o, o_o_in, o_o_out):
    """Zone-centre force constants from springs between sublattices."""
    matrix = np.zeros((15, 15))

    def connect(i, j, stiffness):
        for axis in range(3):
            p, r = 3 * i + axis, 3 * j + axis
            matrix[p, p] += stiffness[axis]
            matrix[r, r] += stiffness[axis]
            matrix[p, r] -= stiffness[axis]
            matrix[r, p] -= stiffness[axis]

    for i in range(3):
        k = np.full(3, float(ta_o_trans))
        k[i] = ta_o_long
        connect(1, 2 + i, k)
        connect(0, 2 + i, np.full(3, float(k_o)))
        for j in range(i + 1, 3):
            k = np.full(3, float(o_o_in))
            k[3 - i - j] = o_o_out
            connect(2 + i, 2 + j, k)
    return matrix


def projected(n, born, mass):
    """Mass-weighted vector n.Z_k / sqrt(M_k), all ions in one row."""
    return np.concatenate([n @ born[k] / np.sqrt(mass[k]) for k in range(5)])


# ---- Microscopic test: polarizable point ions, Ewald sums --------------
# Units here: e = 1, a = 1, 4 pi eps0 = 1.
def dipole_tensor(cell, q=None, eta=2.5):
    """Dipole-dipole lattice sums; q=None means zero macroscopic field."""
    volume = np.prod(cell)
    wave = np.zeros(3) if q is None else q
    shifts = np.array(list(itertools.product(range(-3, 4), repeat=3))) * cell
    recip = np.array(list(itertools.product(range(-5, 6), repeat=3)))
    recip = recip * 2 * np.pi / cell
    if q is None:
        recip = recip[np.sum(recip**2, axis=1) > 1e-12]
    k = recip - wave
    k2 = np.sum(k**2, axis=1)
    weight = 4 * np.pi / volume * np.exp(-k2 / (4 * eta**2)) / k2
    out = np.zeros((15, 15), complex)
    for i in range(5):
        for j in range(5):
            d = (POSITIONS[j] - POSITIONS[i]) * cell
            block = np.einsum('g,ga,gb->ab', weight * np.exp(1j * recip @ d),
                              k, k)
            r = shifts + d
            dist = np.linalg.norm(r, axis=1)
            r, dist = r[dist > 1e-9], dist[dist > 1e-9]
            gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * dist)**2)
            b = erfc(eta * dist) / dist**3 + gauss / dist**2
            c = (3 * erfc(eta * dist) / dist**5
                 + gauss * (3 / dist**4 + 2 * eta**2 / dist**2))
            phase = np.exp(1j * r @ wave)
            block = block + np.eye(3) * np.sum(phase * b)
            block = block - np.einsum('r,ra,rb->ab', phase * c, r, r)
            if i == j:
                block = block - np.eye(3) * 4 * eta**3 / (3 * np.sqrt(np.pi))
            out[3*i:3*i+3, 3*j:3*j+3] = block
    return out


ION_CHARGE = np.repeat([1., 5., -2., -2., -2.], 3)
POLARIZABILITY = np.repeat([.015, .010, .025, .025, .025], 3)
TEST_SPRINGS = spring_matrix(10, 6, 17, 85, 5)


def ion_lattice(tensor, tensor_zero):
    """Dynamical matrix, dipole stiffness and dipole-displacement coupling."""
    gradient = np.zeros((15, 15), complex)
    for i in range(5):
        s = slice(3 * i, 3 * i + 3)
        gradient[s, s] = sum(ION_CHARGE[3*j] * tensor_zero[s, 3*j:3*j+3]
                             for j in range(5))
    charge = np.diag(ION_CHARGE)
    coupling = tensor @ charge - gradient
    stiffness = tensor + np.diag(1 / POLARIZABILITY)
    force = charge @ tensor @ charge - charge @ gradient + TEST_SPRINGS
    force = force - coupling.conj().T @ np.linalg.solve(stiffness, coupling)
    root_mass = np.sqrt(np.repeat(MASS_U, 3))
    return force / np.outer(root_mass, root_mass), stiffness, coupling


def microscopic_test(cell):
    """Compare finite-q lattice modes with the macroscopic-field formula."""
    volume = np.prod(cell)
    zero = dipole_tensor(cell)
    d_zero, stiffness, coupling = ion_lattice(zero, zero)
    assert np.linalg.eigvalsh(stiffness).min() > 0
    inverse = np.linalg.inv(stiffness).real
    eps = np.eye(3) + 4 * np.pi / volume * inverse.reshape(
        5, 3, 5, 3).sum(axis=(0, 2))
    induced = -(inverse @ coupling.real).reshape(5, 3, 5, 3).sum(axis=0)
    born = np.array([np.eye(3) * ION_CHARGE[3*k] + induced[:, k, :]
                     for k in range(5)])
    assert np.allclose(born.sum(axis=0), 0, atol=1e-8)
    direct_sums, formula_sums = [], []
    for n in DIRECTIONS:
        q = 1e-4 * n
        d_q = ion_lattice(dipole_tensor(cell, q), zero)[0]
        w = projected(n, born, MASS_U)
        factor = 4 * np.pi / volume / (n @ eps @ n)
        modes_q = np.linalg.eigvalsh(d_q)
        modes_formula = np.linalg.eigvalsh(d_zero.real
                                           + factor * np.outer(w, w))
        scale = np.abs(modes_q).max()
        assert np.allclose(modes_q, modes_formula, atol=1e-6 * scale, rtol=0)
        direct_sums.append(modes_q.sum() - np.linalg.eigvalsh(d_zero).sum())
        formula_sums.append(factor * w @ w)
    assert np.allclose(direct_sums, formula_sums, rtol=1e-5)
    return eps, born, np.array(direct_sums), np.array(formula_sums)


cubic_cell = np.ones(3)
t_a, t_b = dipole_tensor(cubic_cell), dipole_tensor(cubic_cell, eta=3.0)
assert np.allclose(t_a, t_b, atol=1e-8)
# A simple cubic sublattice must show the Lorentz local field.
assert np.allclose(t_a[:3, :3], -4 * np.pi / 3 * np.eye(3), atol=1e-8)
q_test = np.array([1e-4, 2e-4, 0])
assert np.allclose(dipole_tensor(cubic_cell, q_test),
                   dipole_tensor(cubic_cell, q_test, 3.0), atol=1e-8)
ion_eps, ion_born, ion_direct, ion_formula = microscopic_test(cubic_cell)
tetra_direct = microscopic_test(np.array([1, 1, 1.1]))[2]
cubic_spread = np.ptp(ion_direct) / ion_direct.mean()
tetra_spread = np.ptp(tetra_direct) / tetra_direct.mean()
assert cubic_spread < 1e-5 and tetra_spread > 1e-3

# ---- Worked example: rough round inputs in the regime of KTaO3 ---------
lattice_nm = 0.40
eps_inf = 4.6
z_k, z_ta, z_par, z_perp = 1.0, 8.5, -6.5, -1.5
springs = dict(ta_o_long=10., ta_o_trans=6., k_o=17., o_o_in=85., o_o_out=5.)
gap_ev = 3.6
expansion_per_k = 7e-6
carrier_mass = 0.5
temperature = 300.

volume = (lattice_nm * 1e-9)**3
mass = MASS_U * sc.atomic_mass
mev2 = (sc.hbar / sc.e * 1e3)**2          # converts s^-2 to meV^2
born = np.array([np.eye(3) * z_k, np.eye(3) * z_ta]
                + [np.diag([z_par if a == i else z_perp for a in range(3)])
                   for i in range(3)])
assert np.allclose(born.sum(axis=0), 0)
root_mass = np.sqrt(np.repeat(mass, 3))
prefactor = sc.e**2 / (sc.epsilon_0 * volume) * mev2


def dynamical(spring_values):
    return (spring_matrix(**spring_values)
            / np.outer(root_mass, root_mass) * mev2)


def dielectric(x, matrix, b):
    """Permittivity at squared energy x from the forced ion response."""
    return eps_inf + b @ np.linalg.solve(matrix - x * np.eye(len(b)), b)


def zeros_above(poles, function):
    """One zero above each pole and below the next one."""
    offset = 1e-9 * max(poles)
    edges = list(poles) + [1e6 * max(poles)]
    return np.array([brentq(function, lo + offset, hi - offset,
                            xtol=1e-10, rtol=1e-13)
                     for lo, hi in zip(edges[:-1], edges[1:])])


def polar_modes(spring_values):
    """TO poles and LO zeros (meV^2) for field and motion along x."""
    matrix = dynamical(spring_values)[0::3, 0::3]
    b = np.sqrt(prefactor) * projected(DIRECTIONS[0], born, mass)[0::3]
    values, vectors = np.linalg.eigh(matrix)
    strength = (b @ vectors)**2
    polar = strength > 1e-8 * strength.sum()
    to = values[polar]
    lo = zeros_above(to, lambda x: dielectric(x, matrix, b))
    static = eps_inf + b @ np.linalg.pinv(matrix, rcond=1e-10) @ b
    assert np.isclose(static, eps_inf * np.prod(lo / to), rtol=1e-7)
    return to, lo, static, matrix, b


to2, lo2, eps_static, x_matrix, x_b = polar_modes(springs)
assert len(to2) == 3
mode_sum = np.sum(lo2 - to2)
ion_terms = np.array([prefactor / eps_inf * np.sum((DIRECTIONS[0] @ born[k])**2)
                      / mass[k] for k in range(5)])
rule_sum = ion_terms.sum()
assert np.isclose(mode_sum, rule_sum, rtol=1e-8)

# The full spectrum must not depend on direction, and must contain the zeros.
full = dynamical(springs)
spectra = []
for n in DIRECTIONS:
    w = projected(n, born, mass)
    spectra.append(np.linalg.eigvalsh(full + prefactor / eps_inf
                                      * np.outer(w, w)))
    assert np.allclose(spectra[-1], spectra[0], atol=1e-6)
for value in lo2:
    assert np.min(np.abs(spectra[0] - value)) < 1e-6

# Using the number n.Z.n instead of the vector n.Z fails along [111].
n111 = DIRECTIONS[2]
naive_sum = prefactor / eps_inf * sum((n111 @ born[k] @ n111)**2 / mass[k]
                                      for k in range(5))
trace_111 = spectra[2].sum() - np.trace(full)
assert np.isclose(trace_111, rule_sum, rtol=1e-8)
assert abs(naive_sum / trace_111 - 1) > 0.1

# Softer Ta-O springs move the modes but not the sum.
soft = dict(springs, ta_o_long=5., ta_o_trans=3.)
soft_to2, soft_lo2, soft_static, _, _ = polar_modes(soft)
soft_sum = np.sum(soft_lo2 - soft_to2)
assert np.isclose(soft_sum, mode_sum, rtol=1e-8)
assert soft_to2[0] < 0.9 * to2[0]

# ---- Effects outside the model -----------------------------------------
# Free carriers: density whose plasma term is one percent of the sum.
plasma2 = 0.01 * mode_sum
density = (plasma2 / mev2 * sc.epsilon_0 * eps_inf * carrier_mass * sc.m_e
           / sc.e**2)
coupled = zeros_above(np.concatenate([[0.], to2]), lambda x:
                      dielectric(x, x_matrix, x_b) - eps_inf * plasma2 / x)
carrier_change = (coupled.sum() - to2.sum()) / mode_sum - 1
assert np.isclose(carrier_change, 0.01, rtol=1e-5)

# Retardation: transverse waves at one percent of the zone-boundary q.
q_value = 0.01 * np.pi / (lattice_nm * 1e-9)
light2 = (sc.c * q_value)**2 * mev2
polariton = zeros_above(np.concatenate([[0.], to2]), lambda x:
                        dielectric(x, x_matrix, x_b) - light2 / x)
retardation = (to2.sum() - polariton[:3].sum()) / mode_sum
assert 0 < retardation < 1e-2

# Electronic dispersion at the top LO energy, one oscillator at the gap.
ratio2 = lo2[-1] * 1e-6 / gap_ev**2
dispersion = (eps_inf - 1) / eps_inf * ratio2 / (1 - ratio2)
expansion = 3 * expansion_per_k * 100

# Thermal change of the Ta-O bond length, zone-centre optical modes only.
values, vectors = np.linalg.eigh(full)
energy = np.sqrt(values[3:]) * 1e-3 * sc.e
bond = vectors[6, 3:] / root_mass[6] - vectors[3, 3:] / root_mass[3]
bond_rms = np.sqrt(np.sum(bond**2 * sc.hbar**2 / (2 * energy)
                          / np.tanh(energy / (2 * sc.k * temperature))))
bond_fraction = bond_rms / (lattice_nm * 0.5e-9)

# ---- Output ------------------------------------------------------------
print("POLARIZABLE-ION TEST LATTICE (e = a = 4 pi eps0 = 1, mass in u)")
print(f"electronic permittivity: {ion_eps[0, 0]:.4f}")
print(f"Born charges K, Ta: {ion_born[0, 0, 0]:.4f}, {ion_born[1, 0, 0]:.4f} e")
print(f"Born charges O along, across bond: {ion_born[2, 0, 0]:.4f}, "
      f"{ion_born[2, 1, 1]:.4f} e")
print(f"sum from small-q lattice modes: {ion_direct[0]:.6f}")
print(f"sum from formula: {ion_formula[0]:.6f}")
print(f"spread over directions, cubic: {cubic_spread:.1e}")
print(f"spread over directions, c/a = 1.1: {tetra_spread:.3f}")
print("EXAMPLE INPUTS (rough, KTaO3 regime)")
print(f"lattice constant: {lattice_nm:.2f} nm")
print(f"cell volume: {volume * 1e27:.4f} nm^3")
print(f"masses K, Ta, O: {MASS_U[0]:.2f}, {MASS_U[1]:.2f}, {MASS_U[2]:.2f} u")
print(f"Born charges K, Ta: {z_k:.1f}, {z_ta:.1f} e")
print(f"Born charges O along, across bond: {z_par:.1f}, {z_perp:.1f} e")
print(f"electronic permittivity: {eps_inf:.1f}")
print(f"springs Ta-O along, across: {springs['ta_o_long']:.0f}, "
      f"{springs['ta_o_trans']:.0f} N/m")
print(f"springs K-O; O-O in plane, out of plane: {springs['k_o']:.0f}; "
      f"{springs['o_o_in']:.0f}, {springs['o_o_out']:.0f} N/m")
print("EXAMPLE RESULTS")
for i in range(3):
    print(f"mode {i + 1}: TO {np.sqrt(to2[i]):.3f} meV, "
          f"LO {np.sqrt(lo2[i]):.3f} meV, "
          f"difference of squares {lo2[i] - to2[i]:.2f} meV^2")
print(f"sum from modes: {mode_sum:.3f} meV^2")
print(f"sum from charges: {rule_sum:.3f} meV^2")
print(f"the same sum: {rule_sum / mev2:.4e} s^-2")
print(f"parts K, Ta, all O: {ion_terms[0]:.2f}, {ion_terms[1]:.2f}, "
      f"{ion_terms[2:].sum():.2f} meV^2")
print(f"part of the O on the bond along n: {ion_terms[2]:.2f} meV^2")
print(f"static permittivity: {eps_static:.2f}")
print(f"wrong sum using n.Z.n along [111]: {naive_sum:.2f} meV^2")
print("TA-O SPRINGS HALVED")
for i in range(3):
    print(f"mode {i + 1}: TO {np.sqrt(soft_to2[i]):.3f} meV, "
          f"LO {np.sqrt(soft_lo2[i]):.3f} meV")
print(f"sum from modes: {soft_sum:.3f} meV^2")
print(f"static permittivity: {soft_static:.2f}")
print("NEGLECTED EFFECTS")
print(f"q used for retardation: {q_value * 1e-9:.4f} nm^-1")
print(f"retardation, relative change of sum: {retardation:.1e}")
print(f"rough gap: {gap_ev:.1f} eV")
print(f"electronic dispersion at top LO, relative: {dispersion:.1e}")
print(f"rough linear expansion: {expansion_per_k:.0e} K^-1")
print(f"volume change for 100 K, relative: {expansion:.1e}")
print(f"rms Ta-O length change at {temperature:.0f} K: "
      f"{bond_rms * 1e9:.5f} nm")
print(f"same over bond length: {bond_fraction:.4f}; "
      f"squared: {bond_fraction**2:.1e}")
print(f"carrier mass assumed: {carrier_mass:.1f} electron masses")
print(f"carrier density for 1 percent change: {density * 1e-6:.2e} cm^-3")
print(f"change of sum found at that density: {carrier_change:.5f}")
print("all good")
```

It prints:

```
POLARIZABLE-ION TEST LATTICE (e = a = 4 pi eps0 = 1, mass in u)
electronic permittivity: 3.4342
Born charges K, Ta: 1.5303, 13.9350 e
Born charges O along, across bond: -14.1549, -0.6552 e
sum from small-q lattice modes: 50.164852
sum from formula: 50.164852
spread over directions, cubic: 8.2e-10
spread over directions, c/a = 1.1: 0.525
EXAMPLE INPUTS (rough, KTaO3 regime)
lattice constant: 0.40 nm
cell volume: 0.0640 nm^3
masses K, Ta, O: 39.10, 180.95, 16.00 u
Born charges K, Ta: 1.0, 8.5 e
Born charges O along, across bond: -6.5, -1.5 e
electronic permittivity: 4.6
springs Ta-O along, across: 10, 6 N/m
springs K-O; O-O in plane, out of plane: 17; 85, 5 N/m
EXAMPLE RESULTS
mode 1: TO 9.407 meV, LO 17.553 meV, difference of squares 219.62 meV^2
mode 2: TO 26.078 meV, LO 52.780 meV, difference of squares 2105.73 meV^2
mode 3: TO 67.653 meV, LO 104.165 meV, difference of squares 6273.45 meV^2
sum from modes: 8598.796 meV^2
sum from charges: 8598.796 meV^2
the same sum: 1.9848e+28 s^-2
parts K, Ta, all O: 65.71, 1025.88, 7507.21 meV^2
part of the O on the bond along n: 6784.59 meV^2
static permittivity: 155.54
wrong sum using n.Z.n along [111]: 5922.43 meV^2
TA-O SPRINGS HALVED
mode 1: TO 6.825 meV, LO 17.477 meV
mode 2: TO 25.427 meV, LO 52.262 meV
mode 3: TO 67.128 meV, LO 103.736 meV
sum from modes: 8598.796 meV^2
static permittivity: 304.33
NEGLECTED EFFECTS
q used for retardation: 0.0785 nm^-1
retardation, relative change of sum: 3.4e-05
rough gap: 3.6 eV
electronic dispersion at top LO, relative: 6.6e-04
rough linear expansion: 7e-06 K^-1
volume change for 100 K, relative: 2.1e-03
rms Ta-O length change at 300 K: 0.01426 nm
same over bond length: 0.0713; squared: 5.1e-03
carrier mass assumed: 0.5 electron masses
carrier density for 1 percent change: 1.43e+17 cm^-3
change of sum found at that density: 0.01000
all good
```
